# Fowler's square law for internal photoemission at zero temperature

Light falls on a metal electrode that touches an insulator. Its photons are too weak to excite the insulator across its gap, yet above a certain photon energy a current flows. Electrons in the metal have absorbed light and crossed the interface barrier while still hot. To find the barrier from this current, or to predict the current from the barrier, one needs the number of electrons that cross per absorbed photon: the internal yield $Y$.

Energies are in eV and lengths in nm. The charge $e$ is positive, and the electron's charge is $-e$.

## The barrier that counts

Let $\Phi_0$ be the height of the insulator's conduction-band edge above the metal's Fermi level, without field or image force. An electron at distance $x$ from the metal is attracted by its image with force $e^2/(16\pi\varepsilon x^2)$. Here $\varepsilon$ is the optical permittivity, because the electron passes too quickly for the ions to respond. The image energy is therefore $-e^2/(16\pi\varepsilon x)$. A field of magnitude $F$ that pulls electrons away from the metal adds $-eFx$:

$$V(x)=\Phi_0-\frac{e^2}{16\pi\varepsilon x}-eFx .$$

At the top the slope vanishes:

$$\frac{e^2}{16\pi\varepsilon x_m^2}=eF,\qquad x_m=\sqrt{\frac{e}{16\pi\varepsilon F}} .$$

Multiplying the first equation by $x_m$ shows that the image energy and the field energy are equal there. The lowering is thus $2eFx_m$, and the effective barrier is

$$\Phi=\Phi_0-2eFx_m=\Phi_0-\sqrt{\frac{e^3F}{4\pi\varepsilon}} .$$

This $\Phi$, not $\Phi_0$, enters the yield. If $\Phi$ is measured at several fields, a plot against $\sqrt F$ extrapolates to $\Phi_0$.

## What the photon leaves behind

The metal is a free-electron gas with mass $m$ and Fermi energy $E_F$ above its band bottom. Electron energies $E$ are counted from that bottom, so the barrier top lies at $E_b=E_F+\Phi$. The photon energy is $\hbar\omega$, and the excess is

$$\delta=\hbar\omega-\Phi .$$

At zero temperature the initial states are filled up to $E_F$. After absorption the electron has an energy between $E_F$ and $E_F+\hbar\omega$, provided $\hbar\omega\le E_F$. Two assumptions describe the hot electrons:

- Their energies are spread evenly over this interval, with probability density $1/\hbar\omega$.
- Their directions are isotropic. A free electron cannot absorb a photon and conserve momentum without a third partner, such as an impurity or a lattice vibration, and that partner is taken to randomize the direction.

Two more assumptions describe the exit. The electron reaches the interface without a collision, and it crosses whenever classical mechanics allows it.

## The escape cone

Let $\theta$ be the angle between the electron's velocity and the normal pointing into the insulator. For a smooth interface the wave vector along the interface, $k_\parallel$, is conserved. In the metal

$$\frac{\hbar^2k_\parallel^2}{2m}=E\sin^2\theta .$$

Let the insulator's conduction band have its minimum at $k_\parallel=0$ and an isotropic mass $m_s=rm$, with $r\le1$. The same wave vector then costs the energy

$$\frac{\hbar^2k_\parallel^2}{2m_s}=\frac{E\sin^2\theta}{r} .$$

At the barrier top the energy available for all motion is $w=E-E_b$. The electron passes if this covers the parallel part:

$$E\sin^2\theta\le r\,w .$$

The limiting angle obeys $\cos\theta_c=\sqrt{1-s}$, with $s=rw/(E_b+w)$. The cone fills the solid angle $2\pi(1-\cos\theta_c)$ out of $4\pi$, so the escape probability is

$$P(w)=\frac12\left[1-\sqrt{1-s}\right]=\frac{s}{2\left(1+\sqrt{1-s}\right)} .$$

The second form follows on multiplying numerator and denominator by $1+\sqrt{1-s}$. It is the one to code, because it does not subtract nearly equal numbers at small $w$.

A light insulator mass narrows the cone: the same parallel wave vector takes up more energy, and less remains for crossing the barrier.

## The yield

Each energy above $E_b$ contributes its escape probability:

$$Y=\frac1{\hbar\omega}\int_0^{\delta}P(w)\,dw\qquad(\delta>0),$$

and $Y=0$ for $\delta<0$. Near threshold $s$ is small, and

$$\frac12\left[1-\sqrt{1-s}\right]=\frac s4+\frac{s^2}{16}+\dots,\qquad s=\frac{rw}{E_b}\left(1-\frac w{E_b}+\dots\right).$$

Inserting the second series in the first and keeping terms up to $w^2$ gives

$$P(w)=\frac{r}{4E_b}\left[w-\left(1-\frac r4\right)\frac{w^2}{E_b}+\dots\right].$$

The integrals of $w$ and $w^2$ are $\delta^2/2$ and $\delta^3/3$. With $\delta^2/2$ taken out as a factor,

$$\boxed{Y=\frac{r\,\delta^2}{8E_b\hbar\omega}\left[1-\frac23\left(1-\frac r4\right)\frac{\delta}{E_b}+\dots\right]}$$

The square has two sources. The range of energies that can escape grows as $\delta$, and so does the average solid angle of the cone over that range.

The law holds for $0<\delta\ll E_b$. The factor $1/\hbar\omega$ may be replaced by $1/\Phi$ only under the stricter condition $\delta\ll\Phi$, since $1/\hbar\omega=(1/\Phi)(1-\delta/\Phi+\dots)$.

For equal masses, $r=1$, we have $1-s=E_b/(E_b+w)$, and the integral can be done in full:

$$Y=\frac1{2\hbar\omega}\left[\delta-2\sqrt{E_b}\left(\sqrt{E_b+\delta}-\sqrt{E_b}\right)\right]=\frac{\left(\sqrt{E_b+\delta}-\sqrt{E_b}\right)^2}{2\hbar\omega} .$$

Expanding the square in the last form reproduces the bracket before it. This case is useful for checking an implementation.

## A count under Fowler's hypothesis

Fowler's hypothesis is different: the photon energy goes wholly into motion normal to the surface. The task is then to count the electrons in the Fermi sphere for which this suffices.

Let $E_x$ and $E_p$ be the initial normal and parallel energies. The electron is present if $E_x+E_p\le E_F$. After absorption, the energy above the barrier top must cover the parallel energy in the insulator:

$$E_x+E_p+\hbar\omega-E_b\ge\frac{E_p}{r} .$$

Since $E_b-\hbar\omega=E_F-\delta$, the allowed range is

$$E_F-\delta+E_p\left(\frac1r-1\right)\le E_x\le E_F-E_p .$$

At $E_p=0$ its length is $\delta$. It shrinks linearly and vanishes where the two limits meet, at $E_p=r\delta$. In the $(E_x,E_p)$ plane this is a triangle of area $r\delta^2/2$.

States are uniform in wave-vector space. With $k_F$ the Fermi wave vector, $E_x=E_Fk_x^2/k_F^2$ gives $dk_x\approx k_F\,dE_x/(2E_F)$ near $E_x=E_F$. The parallel element is $\pi\,d(k_\parallel^2)=\pi k_F^2\,dE_p/E_F$. Their product, divided by the volume $4\pi k_F^3/3$ of the sphere, is

$$\frac{\pi k_F^3}{2E_F^2}\cdot\frac{3}{4\pi k_F^3}\,dE_x\,dE_p=\frac{3}{8E_F^2}\,dE_x\,dE_p .$$

Multiplying by the triangle's area gives the share of all electrons that can leave:

$$\frac{N_{\rm esc}}{N}=\frac{3r}{16}\left(\frac{\delta}{E_F}\right)^2 .$$

The power is again two, with another constant. This is a share of electrons, not a yield per photon. An excitation probability must multiply it, and the count does not supply one. For absolute numbers the escape-cone formula is therefore used below.

The count was tested on a half-integer lattice in a sphere of radius 150 spacings, with $r=0.5$ and $\delta/E_F=0.3$. The share found was 0.00916; the integral over the allowed region, without the near-threshold approximation, gives 0.00917.

## Worked example: aluminium on silicon dioxide

The inputs are rough typical values: $E_F=12$ eV, $\Phi_0=3.2$ eV, $r=0.5$ and a relative optical permittivity of 2.2. The field is 1 MV/cm, or 0.1 V/nm, and the photon energy is 4.0 eV.

The barrier top lies at $x_m=1.279$ nm. The lowering is $2\times0.1\times1.279=0.256$ eV, so

$$\Phi=3.2-0.256=2.944\ \text{eV},$$

which corresponds to a threshold wavelength of 421 nm. Then $\delta=1.056$ eV and $E_b=14.944$ eV. The square law gives

$$Y\approx\frac{0.5\times1.0558^2}{8\times14.944\times4.0}=1.17\times10^{-3} .$$

The full integral gives $1.12\times10^{-3}$, lower by a factor 0.961; the first-order bracket predicts 0.959. Even the fastest electrons must travel within 10.5° of the normal, which is why so few escape.

With the field held fixed, the yields are:

| $\hbar\omega$ (eV) | full integral | square law |
|---|---|---|
| 3.2 | $8.47\times10^{-5}$ | $8.55\times10^{-5}$ |
| 3.5 | $3.61\times10^{-4}$ | $3.69\times10^{-4}$ |
| 4.0 | $1.12\times10^{-3}$ | $1.17\times10^{-3}$ |
| 4.5 | $2.12\times10^{-3}$ | $2.25\times10^{-3}$ |

As a test at 4.0 eV, four million electrons were drawn with energies even between $E_b$ and $E_b+\delta$ and with isotropic directions. Conservation of $k_\parallel$ let 16,952 pass. The resulting yield is $1.119\times10^{-3}$, with a statistical uncertainty of about 0.8%, against $1.120\times10^{-3}$ from the integral.

An absorbed power of 1 mW/cm² at 4.0 eV per photon corresponds to $2.5\times10^{-4}$ A/cm² if every photon yielded one electron. Multiplied by $Y$, this gives an ideal photocurrent of 280 nA/cm².

## Reading the barrier from data

To leading order

$$\sqrt{Y\hbar\omega}=\sqrt{\frac{r}{8E_b}}\,(\hbar\omega-\Phi),$$

so a plot of $\sqrt{Y\hbar\omega}$ against $\hbar\omega$ is a straight line that meets the axis at $\Phi$. A loss factor independent of photon energy changes the slope but not the intercept. The slope by itself therefore does not determine $r$.

A line fitted to the full integral between 3.29 and 4.29 eV gives 2.932 eV, which is 0.012 eV below the true $\Phi$. Plotting $\sqrt Y$ instead gives 2.839 eV, too low by 0.105 eV.

The second shift can be estimated. The curve $g(\delta)=\delta/\sqrt{\Phi+\delta}$ bends downwards, and its tangent at $\delta_0$ meets the axis at

$$\delta_0-\frac{g(\delta_0)}{g'(\delta_0)}=\delta_0-\frac{2\delta_0(\Phi+\delta_0)}{2\Phi+\delta_0}=-\frac{\delta_0^2}{2\Phi+\delta_0} .$$

At mid-range, $\delta_0=0.85$ eV, this is $-0.107$ eV. The tangent overstates the shift somewhat: a line fitted to $g$ over the whole range meets the axis at $-0.091$ eV. Omitting $\hbar\omega$ thus accounts for most of the error, and the curvature of the full integral for the rest.

## Temperature

At temperature $T$ the initial state, at energy $E-\hbar\omega$, is filled with the Fermi probability. Measured from the Fermi level, its energy is $w-\delta$. The hot final states are practically empty, since $\Phi\gg kT$. The leading-order integral $\delta^2/2$ becomes

$$I=\int_0^\infty\frac{w\,dw}{1+e^{(w-\delta)/kT}} .$$

For $\delta<0$, expand the Fermi function in powers of $e^{-(w-\delta)/kT}$ and use $\int_0^\infty we^{-nw/kT}dw=(kT)^2/n^2$:

$$I=(kT)^2\sum_{n=1}^\infty\frac{(-1)^{n+1}e^{n\delta/kT}}{n^2}=-(kT)^2\,\mathrm{Li}_2\!\left(-e^{\delta/kT}\right).$$

The dilogarithm $\mathrm{Li}_2$ continues this sum smoothly to $\delta>0$. For $\delta\gg kT$ the Sommerfeld expansion gives

$$I\approx\frac{\delta^2}2+\frac{\pi^2}{6}(kT)^2 .$$

The relative correction $\pi^2(kT)^2/(3\delta^2)$ is 0.2% for the example at 300 K. At $\delta=0$, where the zero-temperature yield vanishes, $I=\pi^2(kT)^2/12$ and the yield is $1.6\times10^{-6}$. Points within a few $kT$ of threshold should be left out of a straight-line fit. The dilogarithm describes them only for classical passage; at a real barrier, tunnelling and reflection change the shape of the curve over the same few $kT$ and well beyond. For the example's barrier, treated below, the ratio of the wave yield to the classical yield is about 0.6 at $\delta=3kT$ and is still rising, to 0.79, at $\delta=40kT$.

## When waves change the power

Classical passage means a transmission of one above the top and zero below it. Suppose instead that the transmission is $\mathcal T(u)$, where $u=w-E_p/r$ is the energy left for normal motion at the top and $E_p=E\sin^2\theta$.

Near the normal, $\cos\theta\approx1-\tfrac12\sin^2\theta$. The fraction of directions in a small interval is therefore $d(\sin^2\theta)/4\approx dE_p/(4E_b)$. At fixed $w$ the magnitude of $dE_p$ is $r\,du$, so

$$Y\approx\frac{r}{4E_b\hbar\omega}\int_0^\delta dw\int_0^w\mathcal T(u)\,du=\frac{r}{4E_b\hbar\omega}\int_0^\delta(\delta-u)\,\mathcal T(u)\,du .$$

The last step exchanges the order of integration: each $u$ occurs for all $w$ from $u$ to $\delta$. Setting $\mathcal T=1$ restores the square law.

At an abrupt step without image force, the transmission for normal velocities $v_1$ and $v_2$ is $4v_1v_2/(v_1+v_2)^2$. Near threshold $v_2/v_1=\sqrt{u/(rE_b)}$ is small, so $\mathcal T\approx4\sqrt{u/(rE_b)}$. With

$$\int_0^\delta(\delta-u)\sqrt u\,du=\left(\frac23-\frac25\right)\delta^{5/2}=\frac4{15}\,\delta^{5/2},$$

the yield becomes

$$Y\approx\frac{4\sqrt r}{15}\,\frac{\delta^{5/2}}{E_b^{3/2}\hbar\omega}\qquad(\delta\ll rE_b).$$

The relative correction to this law shrinks only as $\sqrt{\delta/(rE_b)}$: at $\delta=0.01\,rE_b$ the yield with the step's full transmission is already more than 10% lower. The square law thus depends on the barrier's shape. Numerical integration with the step's full transmission gives a power of 2.499 at $\delta\approx10^{-5}$ eV, as a test of this limit.

For the example's image-force barrier, the Schrödinger equation was solved at normal incidence, with the image potential cut off at the metal's band bottom. The transmission is 0.21 at the barrier top and 0.90 at $u=\delta$. When the integral includes tunnelling at $u<0$, the yield is 0.79 times the classical one. Energies below the top supply 1.5% of it. Between $\delta/2$ and $\delta$ the yield grows with the power 2.11, excluding the factor $1/\hbar\omega$. This is close to two, but not equal to it. The figure belongs to the leading-order integral above; with the full escape cone and oblique incidence it is 2.08. The image law fails at atomic distances, so these figures are estimates. If the potential instead drops abruptly to the band bottom at $x=0.2$ nm, the factor 0.79 becomes 0.65 and the power becomes 2.22 (2.19 with the full cone); a drop at $x=0.3$ nm lowers the factor further, to 0.60.

Wave transmission also moves the barrier read from a plot of $\sqrt{Y\hbar\omega}$. Over the fitting range used above, it alone raises the intercept by about 0.04 eV with the first cutoff and 0.07 eV with the second. Both shifts exceed the 0.012 eV found for classical passage. They also depend on the field. Barriers fitted in this way at 0.5, 1, 2 and 3 MV/cm and extrapolated against $\sqrt F$ give about 3.17 eV with the first cutoff and 3.22 eV with the second, instead of $\Phi_0=3.2$ eV.

## Collisions and the real contact

Let light be absorbed with density $e^{-z/d}/d$ at depth $z$ from the interface, in a metal much thicker than $d$. Let an electron survive a path $z$ with probability $e^{-z/\ell}$. Since escaping electrons move almost along the normal, the surviving fraction is

$$\int_0^\infty\frac{e^{-z/d}}d\,e^{-z/\ell}\,dz=\frac{\ell}{\ell+d} .$$

Rough values $d=7$ nm and $\ell=5$ nm give $5/12=0.42$. In the oxide, a collision before the barrier top can send the electron back. If every such collision is counted as a loss, a rough mean free path of 3 nm gives $e^{-1.279/3}=0.65$ for the fraction arriving there. This factor depends on the field through $x_m$, so slopes measured at different fields need not agree.

Replacing the even energy spread by the weight $\sqrt{E(E-\hbar\omega)}$, the product of parabolic-band state densities, raises the yield by a factor 1.14. If the four corrections act independently,

$$0.417\times0.653\times0.792\times1.141=0.246 .$$

The yield falls to about $3\times10^{-4}$ and the photocurrent to about 70 nA/cm². These values use the first cutoff of the image potential. With the second, the product is 0.20 and the photocurrent about 56 nA/cm².

Set beside a real aluminium–silica contact, a barrier near 3 eV is typical, and 4 eV photons lie far below the oxide's gap of roughly 9 eV. The assumption broken most strongly, among those sized here, is collision-free travel: the two collision factors together reduce the yield to 0.27 of its ideal value. The oxide is also amorphous, so $k_\parallel$ is not strictly conserved; that effect is not sized here. Trapped charge and roughness make $\Phi$ vary over the area and blur the threshold. Aluminium reflects most near-ultraviolet light, so the yield per incident photon is much smaller than the yield per absorbed photon used here.

Dark current from the metal does not mask the signal in this model if the oxide is thicker than the tunnelling path, which ends 32 nm from the metal. The tunnelling exponent at the Fermi level is then 273, meaning a probability of order $e^{-273}$, and the thermionic current at 300 K is about $10^{-43}$ A/cm². In a thinner oxide the exponent is smaller at the same field: about 116 for 10 nm and 36 for 3 nm. At a thickness near 3 nm, direct tunnelling can no longer be neglected beside the photocurrent. The field is a tenth of a rough breakdown field of 10 MV/cm. Leakage through defects is outside these estimates and must be measured in the dark. The remaining values are in the numerical output.

## Computed results

```
Fermi energy (rough) 12.0 eV; zero-field barrier (rough) 3.2 eV
mass ratio r (rough) 0.50; optical permittivity (rough) 2.2
field 1.0 MV/cm; photon energy 4.0 eV; temperature 300 K
barrier-top position 1.279 nm; lowering 0.2558 eV
barrier phi 2.9442 eV; threshold wavelength 421.1 nm
excess d 1.0558 eV; Eb 14.9442 eV; d/Eb 0.0707
largest escape angle 10.47 deg
escape probability at top energy 0.00832
photon 2.8 eV: yield full 0.0000e+00, square law 0.0000e+00
photon 3.2 eV: yield full 8.4699e-05, square law 8.5544e-05
photon 3.5 eV: yield full 3.6136e-04, square law 3.6918e-04
photon 4.0 eV: yield full 1.1197e-03, square law 1.1656e-03
photon 4.5 eV: yield full 2.1219e-03, square law 2.2497e-03
full/square law at 4.0 eV 0.9606
first-order bracket at 4.0 eV 0.9588
random-sampling yield 1.1187e-03 from 16952 escapes
Fowler share of electrons, leading 7.2578e-04, full 7.4239e-04
lattice count share at d/EF=0.3: 0.00916; integral 0.00917
Fowler-plot range 3.294 to 4.294 eV
barrier from sqrt(Y hw) 2.9324 eV; from sqrt(Y) 2.8387 eV
absorbed power 1.0 mW/cm2; ideal photocurrent 279.9 nA/cm2
kT 0.02585 eV; thermal factor on yield 1.00197
thermal yield exactly at threshold 1.562e-06
joint-density factor 1.1409
light depth 7.0 nm, metal path 5.0 nm (rough): factor 0.417, sampled 0.414
oxide path 3.0 nm (rough): factor 0.653
wave transmission at barrier top 0.208, at excess d 0.902
wave factor on yield 0.792; share from below the top 0.0153
power of d between d/2 and d with wave transmission 2.106
power of d for an abrupt step near threshold 2.499
product of metal, oxide, wave and joint factors 0.246
yield with these factors 2.75e-04; photocurrent 69 nA/cm2
dark tunnelling exponent at Fermi level 273
log10 of dark thermionic current in A/cm2 -42.7
field / breakdown field (rough 10 MV/cm) 0.10
```
